# The microscopic heat current for a pair potential

## What fails without the force-work term

The Green-Kubo formula obtains a thermal conductivity from equilibrium fluctuations of a current $\mathbf J$. For a classical isotropic system of volume $V$ at temperature $\Theta$,

$$\kappa=\frac{1}{Vk_B\Theta^2}\int_0^\infty\langle J_x(0)J_x(t)\rangle\,dt .$$

The formula does not say how to compute $\mathbf J$ from atomic positions and velocities. A natural guess is that each atom carries its energy along, $\sum_iE_i\mathbf v_i$. For the three interacting atoms worked out below, this guess gives a $y$ component of $-0.0235$ in reduced units. The energy-weighted position actually changes at the rate $+0.0593$, so even the sign is wrong. The guess omits energy passed between atoms by the work of their forces.

Periodic boundaries bring a second difficulty. If an atom leaves a cell of length $L$ and is put back at the opposite face, $\sum_i\mathbf r_iE_i$ jumps by $L$ times its energy, although nothing physical has jumped. The current is therefore derived here in an open system, where positions are unambiguous, and then carried over to the periodic cell.

## Two atoms

Take two identical classical atoms of mass $m$ with a differentiable pair potential $\phi(r)$ and no external force. Define

$$\mathbf r_{12}=\mathbf r_1-\mathbf r_2,\qquad \mathbf F_{12}=-\phi'(r_{12})\frac{\mathbf r_{12}}{r_{12}},$$

where $r_{12}=|\mathbf r_{12}|$ and $\mathbf F_{12}$ is the force on atom 1 from atom 2. The pair energy belongs to neither atom alone. Give each half:

$$E_1=\tfrac12mv_1^2+\tfrac12\phi,\qquad E_2=\tfrac12mv_2^2+\tfrac12\phi .$$

Newton's law gives the kinetic part of the energy change,

$$\frac{d}{dt}\tfrac12mv_1^2=m\mathbf v_1\cdot\dot{\mathbf v}_1=\mathbf F_{12}\cdot\mathbf v_1 .$$

For the pair energy, differentiating $r_{12}^2=\mathbf r_{12}\cdot\mathbf r_{12}$ gives $\dot r_{12}=\mathbf r_{12}\cdot(\mathbf v_1-\mathbf v_2)/r_{12}$. Hence

$$\dot\phi=\phi'\dot r_{12}=-\mathbf F_{12}\cdot(\mathbf v_1-\mathbf v_2).$$

Adding the kinetic change and half the pair change,

$$\dot E_1=\mathbf F_{12}\cdot\mathbf v_1-\tfrac12\mathbf F_{12}\cdot(\mathbf v_1-\mathbf v_2)=\tfrac12\mathbf F_{12}\cdot(\mathbf v_1+\mathbf v_2)\equiv P_{12}.$$

For atom 2 the force is $-\mathbf F_{12}$, so

$$\dot E_2=-\mathbf F_{12}\cdot\mathbf v_2-\tfrac12\mathbf F_{12}\cdot(\mathbf v_1-\mathbf v_2)=-P_{12}.$$

What atom 1 gains, atom 2 loses. Now differentiate $\mathbf R=\mathbf r_1E_1+\mathbf r_2E_2$ by the product rule:

$$\dot{\mathbf R}=E_1\mathbf v_1+E_2\mathbf v_2+\mathbf r_1P_{12}-\mathbf r_2P_{12}
=E_1\mathbf v_1+E_2\mathbf v_2+\mathbf r_{12}P_{12}.$$

The last term is a transferred power times the displacement from giver to receiver. If $P_{12}>0$, energy moves from atom 2 to atom 1, along $+\mathbf r_{12}$.

**Limit: no interaction.** With $\phi=0$, the current is $\sum_i\frac12mv_i^2\mathbf v_i$, pure transport by free particles.

**Limit: common velocity.** If both atoms have velocity $\mathbf u$ and sit at the potential minimum, then $\mathbf F_{12}=0$ and $\dot{\mathbf R}=(E_1+E_2)\mathbf u$: the energy moves with the pair. If the bond is stretched, $\mathbf r_{12}(\mathbf F_{12}\cdot\mathbf u)$ remains. The leading atom is then pulled backwards and loses energy, while the trailing atom gains it.

## Many atoms

For $N$ atoms, let

$$E_i=\tfrac12mv_i^2+\tfrac12\sum_{j\ne i}\phi(r_{ij}),\qquad \mathbf R=\sum_i\mathbf r_iE_i .$$

The total force on atom $i$ is $\sum_{j\ne i}\mathbf F_{ij}$, and each bond contributes as before:

$$\dot E_i=\sum_{j\ne i}\left[\mathbf F_{ij}\cdot\mathbf v_i-\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)\right]=\sum_{j\ne i}P_{ij},\qquad P_{ij}=\tfrac12\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j).$$

Since $\mathbf F_{ji}=-\mathbf F_{ij}$ and the velocity sum is symmetric, $P_{ji}=-P_{ij}$. In $\sum_i\mathbf r_i\dot E_i$ each pair therefore contributes $\mathbf r_iP_{ij}+\mathbf r_jP_{ji}=\mathbf r_{ij}P_{ij}$, and

$$\boxed{\mathbf J=\dot{\mathbf R}=\sum_iE_i\mathbf v_i+\frac12\sum_{i<j}\mathbf r_{ij}\left[\mathbf F_{ij}\cdot(\mathbf v_i+\mathbf v_j)\right]}$$

The first sum is the convective contribution, the second the force-work contribution. This $\mathbf J$ is extensive: volume times energy flux.

The factor $\frac12$ comes from sharing the pair energy equally, not from double counting, since each pair occurs once. The work term can also be written with one velocity. Exchanging labels gives $\mathbf r_{ji}(\mathbf F_{ji}\cdot\mathbf v_j)=\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_j)$, because both signs change. Thus

$$\sum_{i<j}\mathbf r_{ij}P_{ij}=\frac12\sum_{i\ne j}\mathbf r_{ij}(\mathbf F_{ij}\cdot\mathbf v_i),$$

where the right-hand sum visits each pair in both orders.

**Limit: moved origin.** Replacing $\mathbf r_i$ by $\mathbf r_i-\mathbf a$ changes $\mathbf R$ by $-\mathbf a\sum_iE_i$. The antisymmetry of $P_{ij}$ makes $\sum_i\dot E_i=0$, so the current is unchanged.

## Three atoms in numbers

Use a Lennard-Jones potential $\phi=4\varepsilon[(\sigma/r)^{12}-(\sigma/r)^6]$, with units $\varepsilon$, $\sigma$, $m$ and $\tau=\sigma\sqrt{m/\varepsilon}$. Currents are in $\varepsilon\sigma/\tau$. The atoms are at

$$(0,0),\quad(1.2,0),\quad(0.5,1.1),$$

with velocities $(0.3,0.1)$, $(-0.1,0.2)$ and $(-0.2,-0.3)$, which add to zero. The pair energies are $\phi_{12}=-0.8910$, $\phi_{13}=-0.8723$ and $\phi_{23}=-0.6484$. For atom 1,

$$E_1=\tfrac12(0.3^2+0.1^2)+\tfrac12(-0.8910-0.8723)=-0.8316,$$

and similarly $E_2=-0.7447$, $E_3=-0.6954$. The convective $x$ component is

$$(-0.8316)(0.3)+(-0.7447)(-0.1)+(-0.6954)(-0.2)=-0.0359 .$$

The $y$ component, found in the same way, is $-0.0235$.

For the work term, $\mathbf F_{12}=(2.2117,0)$ and $\mathbf v_1+\mathbf v_2=(0.2,0.3)$ give

$$P_{12}=\tfrac12(2.2117)(0.2)=0.2212 .$$

The other powers are $P_{13}=-0.1604$ and $P_{23}=0.0852$. Atom 1 gains $P_{12}+P_{13}=0.0607$ per unit time. Multiplying each power by its separation,

$$0.2212\,(-1.2,0)-0.1604\,(-0.5,-1.1)+0.0852\,(0.7,-1.1)=(-0.1256,0.0828),$$

with the last digit taken from the unrounded sum. The total is

$$\mathbf J=(-0.0359,-0.0235)+(-0.1256,0.0828)=(-0.1615,0.0593).$$

Direct differentiation of $\mathbf R$, with forces obtained from the potential energy alone, gives the same vector. The work term is the larger part here and fixes the sign of $J_y$.

## Another division of the pair energy

Equal sharing is a convention. For $i<j$, give a fraction $s$ of $\phi_{ij}$ to atom $i$ and $1-s$ to atom $j$. The power received by $i$ from this bond becomes

$$P^{(s)}_{ij}=\mathbf F_{ij}\cdot\mathbf v_i-s\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)=(1-s)\mathbf F_{ij}\cdot\mathbf v_i+s\mathbf F_{ij}\cdot\mathbf v_j .$$

Compared with equal sharing, its change is

$$P^{(s)}_{ij}-P_{ij}=\left(\tfrac12-s\right)\mathbf F_{ij}\cdot(\mathbf v_i-\mathbf v_j)=\left(s-\tfrac12\right)\dot\phi_{ij}.$$

The convective term changes by $(s-\frac12)\phi_{ij}(\mathbf v_i-\mathbf v_j)=(s-\frac12)\phi_{ij}\dot{\mathbf r}_{ij}$. Together,

$$\mathbf J^{(s)}-\mathbf J=\left(s-\tfrac12\right)\sum_{i<j}\left(\phi_{ij}\dot{\mathbf r}_{ij}+\dot\phi_{ij}\mathbf r_{ij}\right)=\dot{\mathbf B},\qquad \mathbf B=\left(s-\tfrac12\right)\sum_{i<j}\phi_{ij}\mathbf r_{ij}.$$

**Limit: long times.** Let $Q(t)=\int_0^tJ_x\,dt'$ and $C(t)=\langle J_x(0)J_x(t)\rangle$. In a stationary state,

$$\frac{\langle Q(t)^2\rangle}{2t}=\int_0^t\left(1-\frac{t'}t\right)C(t')\,dt',$$

because a time difference $t'$ occurs over an interval of length $t-t'$, with either sign. If $C$ is absolutely integrable, the right side tends to the Green-Kubo integral. The new sharing replaces $Q$ by $Q+\Delta B$, where $\Delta B=B_x(t)-B_x(0)$. By the Cauchy-Schwarz inequality,

$$\left|\langle(Q+\Delta B)^2\rangle-\langle Q^2\rangle\right|\le2\sqrt{\langle Q^2\rangle\langle\Delta B^2\rangle}+\langle\Delta B^2\rangle .$$

If $\langle B_x^2\rangle$ is finite, then $\langle\Delta B^2\rangle\le4\langle B_x^2\rangle$. The right side grows no faster than $\sqrt t$, and vanishes after division by $2t$. The conductivity is unchanged, although the instantaneous current is not. In the periodic cell treated below, the same argument holds with each $\mathbf r_{ij}$ in $\mathbf B$ taken to the nearest image; $\mathbf B$ stays continuous because $\phi$ vanishes beyond its range.

For $s=0.7$ in the three-atom example, the convective part becomes $(-0.2074,-0.1403)$ and the work part $(0.1025,0.5492)$. The work part has even reversed its $x$ direction. The total changes by $(0.0566,0.3496)$, which agrees with $\dot{\mathbf B}$. Statements about how much heat is carried by convection therefore refer to a chosen sharing rule.

## From an open row to a periodic cell

Suppose that the cell is periodic along $x$ with length $L$, and that $\phi$ and its slope vanish beyond a range shorter than $L/2$. Build an open row of $n$ copies of the cell, with copied velocities. The boxed formula applies to this row. It is a sum of one-atom terms and bond terms, because a bond's share of the convective current is $\frac12\phi_{ij}(\mathbf v_i+\mathbf v_j)$.

Let $\mathbf A$ be the one-atom terms of a cell, $\mathbf I$ its inner bonds and $\mathbf C$ the bonds crossing one boundary between cells. Cells that are not adjacent do not interact, so

$$\mathbf J_{\rm open}(n)=n(\mathbf A+\mathbf I)+(n-1)\mathbf C .$$

Adding one cell removes the effect of the free ends:

$$\mathbf J_{\rm open}(n+1)-\mathbf J_{\rm open}(n)=\mathbf A+\mathbf I+\mathbf C=\mathbf J_{\rm periodic}.$$

This is the boxed expression with every $\mathbf r_{ij}$ taken to the nearest image. That image is unique within range, since two images differ by at least $L$ along $x$. The increment is also the limit of $\mathbf J_{\rm open}(n)/n$ for a long row.

A four-atom cell with $L=4.8\,\sigma$ and a force-shifted Lennard-Jones potential cut at $2.0\,\sigma$ makes this concrete. Direct differentiation for open rows of two and three cells gives

$$(-0.1007,-0.0664)-(-0.0280,-0.0273)=(-0.0726,-0.0391),$$

with the last digit taken from the unrounded difference, in agreement with the nearest-image current. Keeping the correct forces but using raw coordinate differences as lever arms gives $J_x=0.2666$. One bond is responsible: atoms 1 and 4 are $1.2\,\sigma$ apart along $x$ through the boundary, but their raw difference is $-3.6\,\sigma$. The lever arm is wrong by a whole cell length.

**Limit: a harmonic wave.** Consider a periodic chain with spacing $a$ and nearest-neighbour bonds at their minimum, with curvature $k$. Let $u_n$ be small displacements and $v_n=\dot u_n$. The force on atom $n$ from $n+1$ is $k(u_{n+1}-u_n)$, and their separation is $-a$ at leading order. The work current is

$$J=-\frac{ak}{2}\sum_n(u_{n+1}-u_n)(v_n+v_{n+1}).$$

Expanding the product gives $u_{n+1}v_n-u_nv_{n+1}$ plus $u_{n+1}v_{n+1}-u_nv_n$; the latter sums to zero around the chain. For a travelling wave $u_n=A\cos\theta_n$, with $\theta_n=qna-\omega t$ and $0<q<\pi/a$, we have $v_n=A\omega\sin\theta_n$ and

$$u_{n+1}v_n-u_nv_{n+1}=A^2\omega\sin(\theta_n-\theta_{n+1})=-A^2\omega\sin qa .$$

Therefore $J=\frac12NakA^2\omega\sin qa$.

The kinetic energy is $\frac12mA^2\omega^2\sum_n\sin^2\theta_n=\frac14Nm\omega^2A^2$. The equation of motion gives $m\omega^2=4k\sin^2(qa/2)$. The bond energy is $\frac12k\sum_n(u_{n+1}-u_n)^2=NkA^2\sin^2(qa/2)$, equal to the kinetic energy. The wave energy is thus $W=\frac12Nm\omega^2A^2$. Differentiating the dispersion relation gives $2m\omega\,d\omega/dq=2ka\sin qa$, so

$$W\frac{d\omega}{dq}=\frac12Nm\omega^2A^2\,\frac{ka\sin qa}{m\omega}=J .$$

The force-work term carries the wave energy at the group velocity. The convective term is of higher order: the static energy per atom multiplies $\sum_nv_n=0$, and the remaining atomic energy is quadratic in the amplitude, so its product with velocity is cubic.

## When the energy current is the heat current

A uniformly moving fluid carries energy even when no heat flows through it. To isolate this part, start from $\sum_i\mathbf v_i=0$ and add a velocity $u$ along $x$ to every atom. Each energy becomes $E_i+muv_{ix}+\frac12mu^2$. With $E=\sum_iE_i$, the convective current becomes

$$\sum_i\left(E_i+muv_{ix}+\tfrac12mu^2\right)(v_{ix}+u)
=\sum_iE_iv_{ix}+u\left(E+\sum_imv_{ix}^2\right)+\tfrac12Nmu^3 .$$

The terms in $u^2$ contain $\sum_iv_{ix}$ and vanish. Each $P_{ij}$ increases by $uF_{ij,x}$. Hence

$$\Delta J_x=(E+\Pi)u+\tfrac12Nmu^3,\qquad \Pi=\sum_imv_{ix}^2+\sum_{i<j}x_{ij}F_{ij,x}.$$

To identify $\Pi$, stretch the cell by a factor $\lambda$ along $x$, with positions scaled by $\lambda$ and momenta by $1/\lambda$, which preserves phase-space volume. At $\lambda=1$ the kinetic energy changes at the rate $-\sum_imv_{ix}^2$ and the potential energy at $-\sum_{i<j}x_{ij}F_{ij,x}$. Thus $\Pi=-dE/d\lambda$, the instantaneous pressure along $x$ times volume. In isotropic equilibrium, the mean of $E+\Pi$ is the enthalpy $H$.

To first order in drift, the mean energy current is $Hu$. Since $\sum_iv_{ix}=Nu$, the heat current is

$$\mathbf J_q=\mathbf J-\frac HN\sum_i\mathbf v_i .$$

**Limit: zero total momentum.** For one species the subtraction vanishes, and $\mathbf J$ is itself the heat current. In a mixture, zero momentum does not imply $\sum_i\mathbf v_i=0$, so this conclusion does not carry over. Nor does the formula above, which was derived for identical atoms: in a mixture each species needs its own partial enthalpy in the subtraction.

In the four-atom cell, $E=-2.0938\,\varepsilon$ and $\Pi=-8.7592\,\varepsilon$. The negative $\Pi$ means that this configuration is under tension; it is one instant, not an equilibrium average. For $u=0.5\,\sigma/\tau$,

$$\Delta J_x=(-2.0938-8.7592)(0.5)+\tfrac12(4)(0.5)^3=-5.1765,$$

which agrees with the change found from the current formula. Here the interaction part of $\Pi$ was obtained by stretching the cell, independently of the bond forces in the current; the kinetic part was computed directly as $\sum_imv_{ix}^2$.

## The long-time limit of a finite cluster

In an open system $\mathbf J$ is a total derivative, so its time mean is

$$\frac1t\int_0^t\mathbf J\,dt'=\frac{\mathbf R(t)-\mathbf R(0)}t .$$

The three-atom cluster has energy $-2.2717\,\varepsilon$. If one atom went far away, the remaining pair would have potential energy no lower than $-\varepsilon$, and kinetic energy cannot be negative. The separations therefore stay bounded. The centre of mass is at rest and the atomic energies are bounded too, so $\mathbf R$ is bounded and the mean current tends to zero.

Over $20\,\tau$, both the integral of $\mathbf J$ and the change of $\mathbf R$ are $(-0.117,-0.163)\,\varepsilon\sigma$. The motion is chaotic and strongly amplifies small integration errors, so further digits depend on the integration and are not quoted. The mean current is $(-0.006,-0.008)$, while the root-mean-square magnitude is $0.962$. Over this run, contributions of opposite sign largely cancel in the mean.

Bounded $\mathbf R$ also bounds $\langle Q^2\rangle$, so $\langle Q^2\rangle/(2t)$ tends to zero. An isolated bound cluster thus yields no conductivity in the long-time limit. A bulk value requires an extended or periodic system and a check that it has settled with size.

The derivation used forces that act in equal and opposite pairs and derive from $\phi(r_{ij})$. Many-body potentials require a new expression for the transferred power. Unscreened Coulomb forces violate the finite-range condition of the periodic argument. The numerical output below lists the remaining forces and atomic energies of the three-atom cluster, and the positions and velocities of the four-atom cell.

## Computed values

```
THREE ATOMS, reduced Lennard-Jones units
atom 1: r=(0.00000, 0.00000) sigma, v=(0.30000, 0.10000) sigma/tau
atom 2: r=(1.20000, 0.00000) sigma, v=(-0.10000, 0.20000) sigma/tau
atom 3: r=(0.50000, 1.10000) sigma, v=(-0.20000, -0.30000) sigma/tau
pair 1-2: distance=1.20000 sigma, phi=-0.89097 eps
  F_ij=(2.21169, -0.00000) eps/sigma, P_ij=0.22117 eps/tau
pair 1-3: distance=1.20830 sigma, phi=-0.87230 eps
  F_ij=(0.94378, 2.07631) eps/sigma, P_ij=-0.16044 eps/tau
pair 2-3: distance=1.30384 sigma, phi=-0.64845 eps
  F_ij=(-1.19263, 1.87414) eps/sigma, P_ij=0.08519 eps/tau
atomic energies E_i: (-0.83163, -0.74471, -0.69537) eps
energy gains dE_i/dt: (0.06073, -0.13598, 0.07525) eps/tau
convective current: (-0.03594, -0.02349) eps sigma/tau
force-work current: (-0.12555, 0.08278) eps sigma/tau
total current, formula: (-0.16149, 0.05929) eps sigma/tau
total current, direct dR/dt: (-0.16149, 0.05929) eps sigma/tau
UNEQUAL SHARING: fraction to lower-numbered atom=0.7
convective current: (-0.20742, -0.14030) eps sigma/tau
force-work current: (0.10252, 0.54923) eps sigma/tau
total current: (-0.10490, 0.40893) eps sigma/tau
change = dB/dt: (0.05659, 0.34964) eps sigma/tau
TRAJECTORY: duration=20.0 tau
total cluster energy=-2.27171 eps
R at start: (-1.24134, -0.76491) eps sigma
R at end: (-1.35860, -0.92801) eps sigma
change of R: (-0.11727, -0.16310) eps sigma
integral of J: (-0.11727, -0.16310) eps sigma
time mean of J: (-0.00586, -0.00815) eps sigma/tau
root-mean-square |J|=0.96232 eps sigma/tau
PERIODIC CELL: length=4.8 sigma, cutoff=2.0 sigma
atom 1: r=(0.10000, 0.00000) sigma, v=(0.40000, 0.10000) sigma/tau
atom 2: r=(1.30000, 0.30000) sigma, v=(-0.30000, 0.20000) sigma/tau
atom 3: r=(2.40000, -0.10000) sigma, v=(0.20000, -0.40000) sigma/tau
atom 4: r=(3.70000, 0.20000) sigma, v=(-0.30000, 0.10000) sigma/tau
open row, 2 cells, dR/dt: (-0.02802, -0.02733) eps sigma/tau
open row, 3 cells, dR/dt: (-0.10067, -0.06639) eps sigma/tau
increment per cell: (-0.07265, -0.03907) eps sigma/tau
nearest-image current: (-0.07265, -0.03907) eps sigma/tau
raw-separation current: (0.26658, -0.03907) eps sigma/tau
DRIFT: added x velocity=0.5 sigma/tau
cell energy before drift=-2.09376 eps
pressure times volume, xx=-8.75916 eps
change of J_x, current formula=-5.17646 eps sigma/tau
change of J_x, drift law=-5.17646 eps sigma/tau
```
